# Periodic-image weights and crystal symmetry in phonon interpolation: verification in Python

```python
# Fourier interpolation of force constants with Wigner-Seitz (WS) weights.
# D_ij(q) = (m_i m_j)^(-1/2) sum_d Phi_ij(d) exp(i q.d),  d = R + tau_j - tau_i.
# An N^3 q grid yields Phi_sc(d) = sum_T Phi(d+T), T = supercell translations.
# Result under test: weight 1/M on the M shortest images of each class d mod T is
# exact on the grid, Hermitian and point-group covariant; keeping a single image is
# exact on the grid but lowers the symmetry and splits some degenerate branches,
# by closed formulas in the boundary constants.
# Model: central springs Phi(d) = -k(r) dd^T/r^2, k = K1 exp(-(r-r1)/LAM), r < RC.
# Rules: ws (1/M), lex (largest (x,y,z)), abs (largest (|x|,|y|,|z|)),
#        unit (weight 1 on all shortest images), ronly (1/M from |R| instead of |d|).
# Units: Angstrom, u, eV/A^2, THz.
import itertools as it
from collections import Counter
import numpy as np
from scipy import constants as sc

K1, LAM, RC = 1.0, 1.0, 20.5
THZ = np.sqrt(sc.e / 1e-20 / sc.atomic_mass) / (2 * np.pi * 1e12)
CM = 1e12 / (sc.c * 100)

def build(lat, tau, mass, rc):
    lat, tau = np.array(lat, float), np.array(tau, float)
    nm = np.ceil(rc * np.linalg.norm(np.linalg.inv(lat), axis=0)).astype(int) + 1
    ints = np.array(list(it.product(*[range(-n, n + 1) for n in nm])))
    raw = {}
    for i, j in it.product(range(len(mass)), repeat=2):
        d = ints @ lat + tau[j] - tau[i]
        r = np.linalg.norm(d, axis=1)
        keep = (r < rc) & (r > 1e-9)
        raw[i, j] = (ints[keep], d[keep], r[keep])
    r1 = min(v[2].min() for v in raw.values())
    phi = {p: -(K1 * np.exp(-(r - r1) / LAM) / r**2)[:, None, None]
           * d[:, :, None] * d[:, None, :] for p, (n, d, r) in raw.items()}
    terms, idx = {}, {}
    for (i, j), (n, d, r) in raw.items():
        f = phi[i, j]
        if i == j:
            onsite = -sum(phi[i, l].sum(0) for l in range(len(mass)))
            n = np.vstack([n, [[0, 0, 0]]]); d = np.vstack([d, [[0., 0., 0.]]])
            f = np.concatenate([f, onsite[None]])
        terms[i, j], idx[i, j] = (d, f), n
    return dict(lat=lat, tau=tau, mass=mass, terms=terms, idx=idx, r1=r1)

def dyn(terms, q, mass, herm=True):
    D = np.zeros((3 * len(mass),) * 2, complex)
    for (i, j), (d, f) in terms.items():
        D[3*i:3*i+3, 3*j:3*j+3] = np.einsum('n,nab->ab', np.exp(1j * (d @ q)), f) / np.sqrt(mass[i] * mass[j])
    return (D + D.conj().T) / 2 if herm else D

def classes(N):
    return np.array(list(it.product(range(N), repeat=3)))

def grid(c, N):
    return classes(N) / N @ (2 * np.pi * np.linalg.inv(c['lat']).T)

def transform(c, N):
    qs, m = grid(c, N), c['mass']
    Ds = np.array([dyn(c['terms'], q, m, False) for q in qs])
    out = {}
    for i, j in c['terms']:
        d = classes(N) @ c['lat'] + c['tau'][j] - c['tau'][i]
        f = np.einsum('qc,qab->cab', np.exp(-1j * (qs @ d.T)), Ds[:, 3*i:3*i+3, 3*j:3*j+3])
        f *= np.sqrt(m[i] * m[j]) / N**3
        assert abs(f.imag).max() < 1e-11
        out[i, j] = f.real
    return out

def fold(c, N):
    out = {}
    for p, (d, f) in c['terms'].items():
        out[p] = np.zeros((N**3, 3, 3))
        np.add.at(out[p], (c['idx'][p] % N) @ np.array([N * N, N, 1]), f)
    return out

def images(c, N, i, j, use_tau=True, span=2):
    T = np.array(list(it.product(range(-span, span + 1), repeat=3))) @ (N * c['lat'])
    dt, out = c['tau'][j] - c['tau'][i], []
    for n in classes(N):
        R = n @ c['lat'] + T
        r = np.linalg.norm(R + dt * use_tau, axis=1)
        out.append(R[r < r.min() + 1e-6] + dt)
    return out

def interpolant(c, N, phi, rule):
    terms = {}
    for i, j in phi:
        ds, fs = [], []
        for im, f in zip(images(c, N, i, j, rule != 'ronly'), phi[i, j]):
            if rule == 'lex':
                im = [max(im, key=lambda v: tuple(np.round(v, 6)))]
            if rule == 'abs':
                im = [max(im, key=lambda v: tuple(np.round(abs(v), 6)) + tuple(np.round(v, 6)))]
            w = 1.0 if rule == 'unit' else 1.0 / len(im)
            ds += list(im); fs += [w * f] * len(im)
        terms[i, j] = (np.array(ds), np.array(fs))
    return terms

OH = [np.eye(3)[list(p)] * np.array(s)[:, None] for p in it.permutations(range(3))
      for s in it.product((1, -1), repeat=3)]
TD = [S for S in OH if np.prod(S.sum(1)) > 0]
QR = np.random.default_rng(1).uniform(-1, 1, (4, 3))

def kept(terms, mass, ops):
    n = 0
    for S in ops:
        G = np.kron(np.eye(len(mass)), S)
        n += max(abs(dyn(terms, S @ q, mass) - G @ dyn(terms, q, mass) @ G.T).max() for q in QR) < 1e-11
    return int(n)

def w2(terms, q, mass):
    return np.linalg.eigvalsh(dyn(terms, q, mass))

def nu(terms, q, mass):
    e = w2(terms, q, mass)
    assert e.min() > 0
    return THZ * np.sqrt(e)

def setup(c, N, rules):
    phi, direct = transform(c, N), fold(c, N)
    for p in phi:
        assert abs(phi[p] - direct[p]).max() < 1e-11
        assert [len(x) for x in images(c, N, *p)] == [len(x) for x in images(c, N, *p, span=3)]
    t = {r: interpolant(c, N, phi, r) for r in rules}
    for r in rules:
        err = max(abs(dyn(t[r], q, c['mass'], False) - dyn(c['terms'], q, c['mass'], False)).max()
                  for q in grid(c, N))
        assert (err > 1e-6) if r == 'unit' else (err < 1e-12)
    for q in QR:
        D = dyn(t['ws'], q, c['mass'], False)
        assert abs(D - D.conj().T).max() < 1e-12
    return direct, t

def fmt(v, n=4):
    return ' '.join(f'{x:.{n}f}' for x in v)

print(f'k1 = {K1} eV/A^2, lambda = {LAM} A, cutoff = {RC} A')
print(f'sqrt(eV/A^2/u)/2pi = {THZ:.4f} THz; 1 THz = {CM:.4f} cm^-1')

# ---------------- simple cubic ----------------
a, m = 3.0, 50.0
cub = build(a * np.eye(3), [[0, 0, 0]], [m], RC)
print(f'SC: a = {a} A, m = {m} u, r1 = {cub["r1"]:.4f} A, q = (2pi/a)(1,1,+-1)/8')
xi = 2 * np.pi / a / 8
qm, qp = xi * np.array([1., 1., -1.]), xi * np.array([1., 1., 1.])
print('SC exact nu [1,1,-1] (THz):', fmt(nu(cub['terms'], qm, [m])))
for N in (4, 6):
    direct, t = setup(cub, N, ['ws', 'lex', 'unit'])
    F, H, h = direct[0, 0].reshape(N, N, N, 3, 3), N // 2, N * a / 2
    mult = [len(x) for x in images(cub, N, 0, 0)]
    assert mult == [2 ** int((n == H).sum()) for n in classes(N)]
    zs = range(-H + 1, H)
    for z in zs:
        P = F[H, H, z % N]
        assert abs(P - np.diag([P[0, 0], P[0, 0], P[2, 2]])).max() < 1e-13
    C = F[H, H, H][0, 0]
    assert abs(F[H, H, H] - C * np.eye(3)).max() < 1e-13
    fa = lambda q: sum(F[H, H, z % N][0, 0] * np.cos(q * z * a) for z in zs)
    fb = lambda q: sum(F[H, H, z % N][2, 2] * np.cos(q * z * a) for z in zs)
    for q in QR:
        s, c = np.sin(q * h), np.cos(q * h)
        dD = (-s[0]*s[1]*np.diag([fa(q[2]), fa(q[2]), fb(q[2])])
              - s[1]*s[2]*np.diag([fb(q[0]), fa(q[0]), fa(q[0])])
              - s[2]*s[0]*np.diag([fa(q[1]), fb(q[1]), fa(q[1])])
              - C*(s[0]*s[1]*c[2] + s[0]*c[1]*s[2] + c[0]*s[1]*s[2])*np.eye(3)) / m
        assert abs(dyn(t['lex'], q, [m]) - dyn(t['ws'], q, [m]) - dD).max() < 1e-12
    ks = [kept(t[r], [m], OH) for r in ('ws', 'lex', 'unit')]
    assert ks == [48, 12, 48]
    q100 = np.array([xi, 0, 0])
    assert abs(dyn(t['lex'], q100, [m]) - dyn(t['ws'], q100, [m])).max() < 1e-12
    s, c, A, B = np.sin(xi * h), np.cos(xi * h), fa(xi), fb(xi)
    ews = w2(t['ws'], qm, [m])
    assert abs(ews[1] - ews[0]) < 1e-12 and ews[2] - ews[1] > 1e-3
    wT, wL = ews[0], ews[2]
    shift111 = -s * s * (2 * A + B + 3 * c * C) / m
    assert abs(w2(t['lex'], qp, [m]) - ews - shift111).max() < 1e-12
    base, g = s * s * (B + c * C) / m, 2 * s * s * (A - B) / m
    gap, off = wL - wT - g / 3, -np.sqrt(2) * g / 3
    mean, root = (wL + wT + g) / 2, np.hypot(gap / 2, off)
    closed = np.sort([wT + base, mean - root + base, mean + root + base])
    elex = w2(t['lex'], qm, [m])
    assert abs(elex - closed).max() < 1e-12
    assert abs((elex[1] - elex[0]) - abs(2 * g / 3)) <= off**2 / gap + 1e-13
    nl = nu(t['lex'], qm, [m])
    assert nl[1] - nl[0] > (1e-3 if N == 4 else 1e-6)
    Draw = dyn(t['lex'], qm, [m], False)
    nonh = abs(Draw - Draw.conj().T).max() * m
    assert nonh > 1e-6
    print(f'SC N={N}: classes by M {sorted(Counter(mult).items())}; ops kept ws/lex/unit {ks}')
    if N == 4:
        print('  A_0, B_0, A_1, B_1 (eV/A^2):', fmt([F[H,H,0][0,0], F[H,H,0][2,2], F[H,H,1][0,0], F[H,H,1][2,2]], 6))
        gam = w2(t['unit'], np.zeros(3), [m]) * m
        assert np.ptp(gam) < 1e-11 and gam[0] < -1e-3
        print(f'  unit weights: m w^2 at Gamma = {gam[0]:.5f} eV/A^2')
        print(f'  lex before Hermitization: max |m(D-D^+)| = {nonh:.5f} eV/A^2')
    print(f'  s = {s:.4f}, c = {c:.4f}; A = {A:.6f}, B = {B:.6f}, C = {C:.6f} eV/A^2')
    print(f'  ws m wT^2 = {m*wT:.5f}, m wL^2 = {m*wL:.5f}; m g = {m*g:.6f} eV/A^2')
    print(f'  common shift [1,1,-1] = {m*base:.6f}, [111] = {m*shift111:.6f} eV/A^2')
    print(f'  TA split m w^2: first order {abs(2*m*g/3):.6f}, exact {m*(elex[1]-elex[0]):.6f} eV/A^2')
    print('  ws  nu [1,1,-1] (THz):', fmt(nu(t['ws'], qm, [m])))
    print('  lex nu [1,1,-1] (THz):', fmt(nl))
    print('  lex nu [1,1,1]  (THz):', fmt(nu(t['lex'], qp, [m])))
    print(f'  TA split = {nl[1]-nl[0]:.5f} THz = {(nl[1]-nl[0])*CM:.4f} cm^-1')
assert {len(x) for x in images(cub, 5, 0, 0)} == {1}
for rc in (5.5, 6.1, 6.8):
    sh = build(a * np.eye(3), [[0, 0, 0]], [m], rc)
    tw = interpolant(sh, 4, transform(sh, 4), 'ws')
    k21 = K1 * np.exp(-(np.sqrt(5) - 1) * a / LAM) * (rc > np.sqrt(5) * a)
    for q in list(QR) + [qp]:
        s1, s2 = np.sin(q * a), np.sin(2 * q * a)
        lost = 1.6 * k21 * (np.outer(s2, s1) + np.outer(s1, s2)) * (1 - np.eye(3))
        diff = m * (dyn(sh['terms'], q, [m]) - dyn(tw, q, [m]))
        assert abs(diff - lost).max() < 1e-11
    print(f'SC N=4 cutoff {rc} A: k(210) = {k21:.5f}, m(D-Dws)_xy at [111] q = {abs(diff[0,1]):.5f} eV/A^2')

# ---------------- fcc ----------------
a, N = 4.0, 4
prim = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
fcc = build(a * prim, [[0, 0, 0]], [m], RC)
direct, t = setup(fcc, N, ['ws', 'lex', 'abs'])
census = Counter(len(x) for x in images(fcc, N, 0, 0))
assert census == {1: 43, 2: 18, 4: 2, 6: 1}
def cls(v):
    n = np.rint(np.array(v) * a / 2 @ np.linalg.inv(fcc['lat'])).astype(int) % N
    return direct[0, 0][n @ np.array([N * N, N, 1])]
P, C4 = cls([3, 1, 0]), cls([4, 0, 0])[0, 0]
p, r = P[0, 0], P[2, 2]
assert abs(P[1, 1] - p) < 1e-13
for v in ([4, 0, 0], [2, 2, 2]):
    assert abs(cls(v) - cls(v)[0, 0] * np.eye(3)).max() < 1e-13
ks = [kept(t[x], [m], OH) for x in ('ws', 'lex', 'abs')]
assert ks[0] == 48 and ks[1] < 48 and ks[2] == 4
for q in QR:
    dD = dyn(t['lex'], q, [m]) - dyn(t['ws'], q, [m])
    assert abs(dD - dD[0, 0] * np.eye(3)).max() < 1e-12
for x in (0.13, 0.7, 0.25):
    qq = 2 * np.pi / a * x
    qx, qy, qz = qq * np.eye(3)
    star = -C4 * (1 - np.cos(2 * qq * a))
    assert abs(m * (w2(t['lex'], qx, [m]) - w2(t['lex'], qy, [m])) - star).max() < 1e-11
    f = np.cos(1.5 * qq * a) - np.cos(0.5 * qq * a)
    ev, vec = np.linalg.eigh(dyn(t['abs'], qy, [m]))
    ez, ex = ev[abs(vec[2]).argmax()], ev[abs(vec[0]).argmax()]
    assert abs(m * (ez - ex) - 4 * (p - r) * f) < 1e-11 and abs(ez - ex) > 1e-4
    for rule, q in (('ws', qy), ('lex', qx), ('lex', qy), ('abs', qx), ('abs', qz)):
        e = w2(t[rule], q, [m])
        assert e[1] - e[0] < 1e-12
na = nu(t['abs'], qy, [m])
print(f'FCC: a = {a} A, m = {m} u, r1 = {fcc["r1"]:.4f} A, N = {N}, |q| = (2pi/a)/4')
print(f'  classes by M {sorted(census.items())}; ops kept ws/lex/abs {ks}')
print(f'  p = {p:.6f}, r = {r:.6f}, C4 = {C4:.6f} eV/A^2; f = {f:.5f}')
print('  exact nu, q||y (THz):', fmt(nu(fcc['terms'], qy, [m])))
print('  ws    nu, q||y (THz):', fmt(nu(t['ws'], qy, [m])))
print('  lex   nu, q||x (THz):', fmt(nu(t['lex'], qx, [m])))
print('  lex   nu, q||y (THz):', fmt(nu(t['lex'], qy, [m])))
print(f'  lex m(w_x^2 - w_y^2) = {star:.6f} eV/A^2')
print('  abs   nu, q||x (THz):', fmt(nu(t['abs'], qx, [m])))
print('  abs   nu, q||y (THz):', fmt(na))
print('  abs   nu, q||z (THz):', fmt(nu(t['abs'], qz, [m])))
print(f'  abs q||y: m(wz^2 - wx^2) = {m*(ez-ex):.6f} eV/A^2')
print(f'  abs q||y: TA split = {na[1]-na[0]:.4f} THz = {(na[1]-na[0])*CM:.3f} cm^-1')

# ---------------- zincblende ----------------
a, ms = 5.5, [30.0, 70.0]
zb = build(a * prim, [[0, 0, 0], [a / 4] * 3], ms, RC)
direct, t = setup(zb, N, ['ws', 'ronly'])
ks = [kept(t[x], ms, TD) for x in ('ws', 'ronly')]
assert len(TD) == 24 and ks == [24, 6]
q = np.array([2 * np.pi / a / 4, 0, 0])
nw, nr = nu(t['ws'], q, ms), nu(t['ronly'], q, ms)
assert nw[1] - nw[0] < 1e-8 and nr[1] - nr[0] > 1e-5
print(f'ZB: a = {a} A, masses {ms} u, r1 = {zb["r1"]:.4f} A, N = {N}, q = (2pi/a)(1/4,0,0)')
print('  unlike-pair classes by M', sorted(Counter(len(x) for x in images(zb, N, 0, 1)).items()))
print(f'  ops kept of 24, ws/ronly {ks}')
print('  exact nu (THz):', fmt(nu(zb['terms'], q, ms)))
print('  ws    nu (THz):', fmt(nw))
print('  ronly nu (THz):', fmt(nr))
print(f'  ronly TA split = {nr[1]-nr[0]:.5f} THz = {(nr[1]-nr[0])*CM:.4f} cm^-1')
print('checks complete')
```

Running it gives:

```
k1 = 1.0 eV/A^2, lambda = 1.0 A, cutoff = 20.5 A
sqrt(eV/A^2/u)/2pi = 15.6333 THz; 1 THz = 33.3564 cm^-1
SC: a = 3.0 A, m = 50.0 u, r1 = 3.0000 A, q = (2pi/a)(1,1,+-1)/8
SC exact nu [1,1,-1] (THz): 2.5579 2.5579 3.7299
SC N=4: classes by M [(1, 27), (2, 27), (4, 9), (8, 1)]; ops kept ws/lex/unit [48, 12, 48]
  A_0, B_0, A_1, B_1 (eV/A^2): -0.008306 -0.000044 -0.004488 -0.001284
  unit weights: m w^2 at Gamma = -0.53049 eV/A^2
  lex before Hermitization: max |m(D-D^+)| = 0.49618 eV/A^2
  s = 1.0000, c = 0.0000; A = -0.014653, B = -0.001861, C = -0.001643 eV/A^2
  ws m wT^2 = 1.42391, m wL^2 = 2.59549; m g = -0.025584 eV/A^2
  common shift [1,1,-1] = -0.001861, [111] = 0.031166 eV/A^2
  TA split m w^2: first order 0.017056, exact 0.017179 eV/A^2
  ws  nu [1,1,-1] (THz): 2.6382 2.6382 3.5618
  lex nu [1,1,-1] (THz): 2.6205 2.6365 3.5548
  lex nu [1,1,1]  (THz): 2.6669 2.6669 3.5832
  TA split = 0.01597 THz = 0.5328 cm^-1
SC N=6: classes by M [(1, 125), (2, 75), (4, 15), (8, 1)]; ops kept ws/lex/unit [48, 12, 48]
  s = 0.7071, c = -0.7071; A = -0.000232, B = -0.000013, C = -0.000009 eV/A^2
  ws m wT^2 = 1.34322, m wL^2 = 2.83392; m g = -0.000219 eV/A^2
  common shift [1,1,-1] = -0.000003, [111] = 0.000229 eV/A^2
  TA split m w^2: first order 0.000146, exact 0.000146 eV/A^2
  ws  nu [1,1,-1] (THz): 2.5624 2.5624 3.7219
  lex nu [1,1,-1] (THz): 2.5622 2.5624 3.7218
  lex nu [1,1,1]  (THz): 2.5626 2.5626 3.7220
  TA split = 0.00014 THz = 0.0047 cm^-1
SC N=4 cutoff 5.5 A: k(210) = 0.00000, m(D-Dws)_xy at [111] q = 0.00000 eV/A^2
SC N=4 cutoff 6.1 A: k(210) = 0.00000, m(D-Dws)_xy at [111] q = 0.00000 eV/A^2
SC N=4 cutoff 6.8 A: k(210) = 0.02452, m(D-Dws)_xy at [111] q = 0.05549 eV/A^2
FCC: a = 4.0 A, m = 50.0 u, r1 = 2.8284 A, N = 4, |q| = (2pi/a)/4
  classes by M [(1, 43), (2, 18), (4, 2), (6, 1)]; ops kept ws/lex/abs [48, 4, 4]
  p = -0.031435, r = -0.006368, C4 = -0.011397 eV/A^2; f = -1.41421
  exact nu, q||y (THz): 2.6345 2.6345 4.2202
  ws    nu, q||y (THz): 2.6477 2.6477 3.9540
  lex   nu, q||x (THz): 2.6617 2.6617 3.9634
  lex   nu, q||y (THz): 2.6407 2.6407 3.9493
  lex m(w_x^2 - w_y^2) = 0.022794 eV/A^2
  abs   nu, q||x (THz): 2.7581 2.7581 4.0716
  abs   nu, q||y (THz): 2.5742 2.7055 3.9493
  abs   nu, q||z (THz): 2.5398 2.5398 3.8377
  abs q||y: m(wz^2 - wx^2) = 0.141801 eV/A^2
  abs q||y: TA split = 0.1313 THz = 4.379 cm^-1
ZB: a = 5.5 A, masses [30.0, 70.0] u, r1 = 2.3816 A, N = 4, q = (2pi/a)(1/4,0,0)
  unlike-pair classes by M [(1, 44), (2, 12), (3, 8)]
  ops kept of 24, ws/ronly [24, 6]
  exact nu (THz): 1.3402 1.3402 2.1407 4.8470 4.8470 4.9070
  ws    nu (THz): 1.3482 1.3482 2.1054 4.8479 4.8479 4.9017
  ronly nu (THz): 1.3533 1.3958 2.1106 4.8344 4.8464 4.8996
  ronly TA split = 0.04240 THz = 1.4144 cm^-1
checks complete
```
